# Counting the upper roots of a kinetically balanced Dirac matrix: a program that tests the result

```python
"""
Result under test: a kinetically balanced 2N x 2N Dirac pencil (H, M),
  H = [[V, T], [T, W/(4c^2) - T]],  M = diag(S, T/(2c^2)),
has exactly N eigenvalues above mu, the top eigenvalue of its small block,
if and only if the Schur complement
  K(s) = V - s S + T [(1 + s/(2c^2)) T - W/(4c^2)]^(-1) T
is positive definite for some shift s > mu.
S overlap, V potential, T kinetic energy, W potential between sigma.p phi.
Hartree atomic units; the rest energy is subtracted.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

c = 1.0 / fine_structure
edge = -2.0 * c**2


def gaussian_matrices(exponents, charge):
    """Radial s-type Gaussians, normalized, in the potential -charge/r."""
    a, b = np.meshgrid(exponents, exponents, indexing="ij")
    p = a + b
    S = np.sqrt(np.pi) / (4 * p**1.5)
    V = -charge / (2 * p)
    T = 3 * np.sqrt(np.pi) * a * b / (4 * p**2.5)
    W = -2 * charge * a * b / p**2
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    return S * scale, V * scale, T * scale, W * scale


def make_blocks(S, V, T, W, keep=None):
    """Large block, coupling, small block and both metrics."""
    k = np.arange(len(S)) if keep is None else np.asarray(keep)
    sub = np.ix_(k, k)
    return V, T[:, k], (W / (4 * c**2) - T)[sub], S, (T / (2 * c**2))[sub]


def solve_full(blocks):
    """Eigenvalues and metric-orthonormal vectors of the whole pencil."""
    A, B, D, S, R = blocks
    n, m = B.shape
    H = np.block([[A, B], [B.T, D]])
    M = np.block([[S, np.zeros((n, m))], [np.zeros((m, n)), R]])
    d = 1 / np.sqrt(np.diag(M))
    values, vectors = eigh(H * np.outer(d, d), M * np.outer(d, d))
    return values, d[:, None] * vectors


def schur(blocks, shift):
    """Schur complement and the shifted, diagonally scaled small block."""
    A, B, D, S, R = blocks
    d = 1 / np.sqrt(np.diag(R))
    small = (D - shift * R) * np.outer(d, d)
    coupling = B * d
    K = A - shift * S - coupling @ np.linalg.solve(small, coupling.T)
    return (K + K.T) / 2, small


def positive_counts(blocks, shift):
    K, small = schur(blocks, shift)
    return (int(np.sum(np.linalg.eigvalsh(K) > 0)),
            int(np.sum(np.linalg.eigvalsh(small) > 0)))


def lowest_schur(blocks, shift):
    return eigh(schur(blocks, shift)[0], blocks[3], eigvals_only=True)[0]


def branch_top(blocks):
    return eigh(blocks[2], blocks[4], eigvals_only=True)[-1]


def count_above(values, shift):
    return int(np.sum(values > shift))


# Matrix elements against radial quadrature of their definitions
Z = 80.0
pair = np.array([20.0, 180.0])
f = [lambda r, a=a: np.exp(-a * r * r) for a in pair]
g = [lambda r, a=a: -2 * a * r * np.exp(-a * r * r) for a in pair]


def radial(function):
    return quad(function, 0, 2, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


norms = [np.sqrt(radial(lambda r, h=h: h(r)**2 * r * r)) for h in f]
nn = norms[0] * norms[1]
numeric = [radial(lambda r: f[0](r) * f[1](r) * r * r) / nn,
           radial(lambda r: -Z * f[0](r) * f[1](r) * r) / nn,
           radial(lambda r: 0.5 * g[0](r) * g[1](r) * r * r) / nn,
           radial(lambda r: -Z * g[0](r) * g[1](r) * r) / nn]
for matrix, value in zip(gaussian_matrices(pair, Z), numeric):
    assert abs(matrix[0, 1] / value - 1) < 1e-7

# One-electron ion: inertia counts against full diagonalization
exponents = 20.0 * 3.0**np.arange(14)
N = len(exponents)
S, V, T, W = gaussian_matrices(exponents, Z)
ion = make_blocks(S, V, T, W)
levels, vectors = solve_full(ion)
mu = branch_top(ion)
v_min = eigh(V, S, eigvals_only=True)[0]
assert mu < edge and levels[N - 1] <= mu < levels[N]
print(f"speed of light c = {c:.6f} a.u.")
print(f"edge -2c^2 = {edge:.3f} hartree")
print(f"ion: charge Z = {Z:.0f}, basis size N = {N}")
print(f"exponents: {exponents[0]:.0f} to {exponents[-1]:.0f} bohr^-2, ratio 3")
print(f"ion: top of small block mu = {mu:.3f} hartree")
print(f"ion: lowest potential eigenvalue v_min = {v_min:.1f} hartree")
print(f"ion: eigenvalue N = {levels[N-1]:.3f} hartree")
print(f"ion: eigenvalue N+1 = {levels[N]:.4f} hartree")

for shift in [edge - 2000, edge, -20000.0, -3000.0, -500.0, 1000.0]:
    nK, nD = positive_counts(ion, shift)
    total = count_above(levels, shift)
    assert nK + nD == total
    assert (nD == 0) == (shift > mu)
    print(f"shift {shift:.1f} hartree: n+(K) = {nK}, n+(D) = {nD}, "
          f"roots above = {total}")

# The explicit criterion at -2c^2, written directly with W
K_edge = V + 2 * c**2 * S + 4 * c**2 * T @ np.linalg.solve(-W, T)
k_edge = eigh((K_edge + K_edge.T) / 2, S, eigvals_only=True)[0]
assert k_edge > 0 and count_above(levels, edge) == N
assert v_min < mu
print(f"ion: lowest eigenvalue of K(-2c^2) = {k_edge:.3f} hartree")

# Zero of the lowest Schur eigenvalue, and the closed-form ion energy
root = brentq(lambda s: lowest_schur(ion, s), edge, 0.0, xtol=1e-8)
exact = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
assert abs(root - levels[N]) < 1e-3
assert abs(levels[N] / exact - 1) < 1e-3
print(f"ion: zero of lowest Schur eigenvalue = {root:.4f} hartree")
print(f"ion: closed-form Dirac-Coulomb 1s = {exact:.4f} hartree")

# Slope of K against a central difference
shift, step = -3000.0, 50.0
difference = (schur(ion, shift + step)[0]
              - schur(ion, shift - step)[0]) / (2 * step)
Y = np.linalg.solve(ion[2] - shift * ion[4], T)
slope = -S - Y.T @ ion[4] @ Y
assert np.linalg.norm(difference - slope) < 1e-4 * np.linalg.norm(slope)
assert np.linalg.eigvalsh(slope)[-1] < 0

# Existence of the decoupling matrix X
CL, CS = vectors[:N, N:], vectors[N:, N:]
weight = np.linalg.eigvalsh(CL.T @ S @ CL)[0]
X = CS @ np.linalg.inv(CL)
effective = np.sort(np.linalg.eigvals(np.linalg.solve(S, V + T @ X)).real)
assert weight > 1e-4
assert np.max(np.abs(effective / levels[N:] - 1)) < 1e-5
print(f"ion: least large-component weight in upper space = {weight:.5f}")

# A subset for which the simple potential test already suffices
n6 = 6
S6, V6, T6, W6 = gaussian_matrices(exponents[:n6], Z)
subset = make_blocks(S6, V6, T6, W6)
e6 = solve_full(subset)[0]
mu6, v6 = branch_top(subset), eigh(V6, S6, eigvals_only=True)[0]
assert e6[n6 - 1] <= mu6 < v6 < e6[n6]
print(f"subset: N = {n6}, mu = {mu6:.3f} hartree, v_min = {v6:.3f} hartree")
print(f"subset: eigenvalue N+1 = {e6[n6]:.3f} hartree")

# Removing tight small functions destroys kinetic balance
removed = 6
unbalanced = make_blocks(S, V, T, W, keep=range(N - removed))
eu = solve_full(unbalanced)[0]
above_u = count_above(eu, edge)
assert sum(positive_counts(unbalanced, edge)) == above_u < N
print(f"unbalanced: {removed} tight small functions removed, "
      f"roots above -2c^2 = {above_u} of {N}")

# Charge at which the criterion at -2c^2 fails
for size in (10, 14):
    def ion_blocks(charge):
        return make_blocks(*gaussian_matrices(exponents[:size], charge))
    critical = brentq(lambda q: lowest_schur(ion_blocks(q), edge), 100, 250)
    before = count_above(solve_full(ion_blocks(critical - 0.1))[0], edge)
    after = count_above(solve_full(ion_blocks(critical + 0.1))[0], edge)
    assert before == size and after == size - 1
    print(f"N = {size}: critical model charge = {critical:.3f}, "
          f"roots above -2c^2 = {before} then {after}")

strong = make_blocks(*gaussian_matrices(exponents, 200.0))
es, mus = solve_full(strong)[0], branch_top(strong)
above_s = count_above(es, mus)
assert es[N - 1] <= mus and above_s < N
assert positive_counts(strong, mus + 1e-3)[0] == above_s
print(f"model charge 200: mu = {mus:.3f} hartree, "
      f"roots above mu = {above_s} of {N}")

# Two uncoupled functions, the first in a constant well of depth U
t = 5000.0
half_gap = np.sqrt(c**4 + 2 * c**2 * t)
upper, lower = -c**2 + half_gap, -c**2 - half_gap
depth_branch, depth_sort = upper - edge, upper - lower
print(f"wells: kinetic energy t = {t:.0f} hartree")
print(f"wells: free levels {upper:.3f} and {lower:.3f} hartree")
print(f"wells: condition fails at depth {depth_branch:.3f} hartree")
print(f"wells: sorting fails at depth {depth_sort:.3f} hartree")


def wells(depth):
    V2, T2 = np.diag([-depth, 0.0]), t * np.eye(2)
    return make_blocks(np.eye(2), V2, T2, 2 * V2 @ T2)


for depth in (30000.0, 40000.0, 44000.0, 50000.0):
    model = wells(depth)
    e2, C2 = solve_full(model)
    formula = np.sort([upper, lower, upper - depth, lower - depth])
    assert np.allclose(e2, formula, rtol=0, atol=1e-6)
    mu2 = branch_top(model)
    above = count_above(e2, mu2)
    positive = lowest_schur(model, mu2 + 1.0) > 0
    least = np.linalg.eigvalsh(C2[:2, 2:].T @ C2[:2, 2:])[0]
    assert positive == (above == 2) == (depth < depth_branch)
    assert (least > 1e-8) == (depth < depth_sort)
    print(f"depth {depth:.0f} hartree: roots above mu = {above}, "
          f"root 3 = {e2[2]:.3f} hartree, least weight = {abs(least):.5f}")

for threshold, test in ((depth_branch, "count"), (depth_sort, "weight")):
    outcomes = []
    for depth in (threshold - 5, threshold + 5):
        e2, C2 = solve_full(wells(depth))
        if test == "count":
            outcomes.append(count_above(e2, edge) == 2)
        else:
            G = C2[:2, 2:].T @ C2[:2, 2:]
            outcomes.append(np.linalg.eigvalsh(G)[0] > 1e-8)
    assert outcomes == [True, False]

print("no test failed")
```

It prints:

```
speed of light c = 137.035999 a.u.
edge -2c^2 = -37557.730 hartree
ion: charge Z = 80, basis size N = 14
exponents: 20 to 31886460 bohr^-2, ratio 3
ion: top of small block mu = -37840.949 hartree
ion: lowest potential eigenvalue v_min = -823679.1 hartree
ion: eigenvalue N = -37871.021 hartree
ion: eigenvalue N+1 = -3531.8179 hartree
shift -39557.7 hartree: n+(K) = 13, n+(D) = 4, roots above = 17
shift -37557.7 hartree: n+(K) = 14, n+(D) = 0, roots above = 14
shift -20000.0 hartree: n+(K) = 14, n+(D) = 0, roots above = 14
shift -3000.0 hartree: n+(K) = 13, n+(D) = 0, roots above = 13
shift -500.0 hartree: n+(K) = 12, n+(D) = 0, roots above = 12
shift 1000.0 hartree: n+(K) = 9, n+(D) = 0, roots above = 9
ion: lowest eigenvalue of K(-2c^2) = 40157.201 hartree
ion: zero of lowest Schur eigenvalue = -3531.8179 hartree
ion: closed-form Dirac-Coulomb 1s = -3532.1921 hartree
ion: least large-component weight in upper space = 0.43115
subset: N = 6, mu = -37841.106 hartree, v_min = -10165.281 hartree
subset: eigenvalue N+1 = -3184.868 hartree
unbalanced: 6 tight small functions removed, roots above -2c^2 = 9 of 14
N = 10: critical model charge = 196.327, roots above -2c^2 = 10 then 9
N = 14: critical model charge = 160.997, roots above -2c^2 = 14 then 13
model charge 200: mu = -38265.777 hartree, roots above mu = 13 of 14
wells: kinetic energy t = 5000 hartree
wells: free levels 4468.380 and -42026.111 hartree
wells: condition fails at depth 42026.111 hartree
wells: sorting fails at depth 46494.491 hartree
depth 30000 hartree: roots above mu = 2, root 3 = -25531.620 hartree, least weight = 0.90389
depth 40000 hartree: roots above mu = 2, root 3 = -35531.620 hartree, least weight = 0.90389
depth 44000 hartree: roots above mu = 1, root 3 = -39531.620 hartree, least weight = 0.90389
depth 50000 hartree: roots above mu = 1, root 3 = -42026.111 hartree, least weight = 0.00000
no test failed
```
